# Critical radius of a scalar Landau ferroelectric sphere: verification in Python

```python
"""
Critical radius of a scalar Landau ferroelectric sphere, no depolarizing field.

Free energy: F = int [a P^2/2 + b P^4/4 + g |grad P|^2/2] dV + g/(2 d) oint P^2 dS
Result under test: for a < 0, b > 0, d > 0 the state P = 0 loses stability at the
radius R where k R cot(k R) = 1 - R/d, 0 < k R < pi, with k = sqrt(|a|/g).
Symbols: R radius, d extrapolation length, g gradient coefficient,
q wavenumber of the lowest mode sin(q r)/(q r), lambda = a + g q^2 its stiffness.
The independent road is a Ritz diagonalization of the energy itself, in which no
surface condition is imposed. Reduced tests use k = g = |a| = 1.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize

NB = 12
nodes, wts = leg.leggauss(60)
s = 0.5 * (nodes + 1.0)          # s = r/R
w = 0.5 * wts * s**2             # weight for int s^2 ds


def radial_basis(l):
    """Regular functions s^l L_n(2 s^2 - 1), all equal to 1 at s = 1."""
    z = 2 * s**2 - 1
    L = leg.legvander(z, NB - 1).T
    dL = np.array([leg.legval(z, leg.legder(row)) for row in np.eye(NB)])
    return s**l * L, l * s**(l - 1.0) * L + s**l * 4 * s * dL


def energy_matrices(R_over_d, l=0):
    f, df = radial_basis(l)
    stiff = (df * w) @ df.T + l * (l + 1) * (f * w / s**2) @ f.T
    return stiff + R_over_d * np.ones((NB, NB)), (f * w) @ f.T


def ritz_q2(R, d, l=0):
    stiff, mass = energy_matrices(R / d, l)
    return eigh(stiff, mass, eigvals_only=True)[0] / R**2


def critical_radius(k, d):
    """First root of the derived condition, d > 0."""
    cond = lambda x: x / np.tan(x) - 1 + x / (k * d)
    return brentq(cond, 1e-6, np.pi - 1e-6, xtol=1e-13) / k


def mode_wavenumber(R, d):
    cond = lambda x: x / np.tan(x) - 1 + R / d
    return brentq(cond, 1e-6, np.pi - 1e-6, xtol=1e-13) / R


def radius_root(fun, k, low, high):
    """Radius where fun(R) = 0, searched in the dimensionless variable k R."""
    return brentq(lambda y: fun(y / k), low, high, xtol=1e-13) / k


def minimise_energy(R, d, quartic, sextic, start):
    """Minimum of the full nonlinear reduced energy over spherical profiles."""
    stiff, mass = energy_matrices(R / d)
    A = stiff / R**2 - mass
    f, _ = radial_basis(0)

    def energy(c):
        p = c @ f
        return 0.5 * c @ A @ c + w @ (quartic * p**4 / 4 + sextic * p**6 / 6)

    def grad(c):
        p = c @ f
        return A @ c + f @ (w * (quartic * p**3 + sextic * p**5))

    def hess(c):
        p = c @ f
        return A + (f * w * (3 * quartic * p**2 + 5 * sextic * p**4)) @ f.T

    c0 = np.zeros(NB)
    c0[0] = start
    res = minimize(energy, c0, jac=grad, hess=hess, method="trust-exact",
                   options={"gtol": 1e-8})
    assert np.linalg.norm(grad(res.x)) < 1e-6
    return res.x, res.fun


order = np.arange(NB)
at_centre = (-1.0)**order                 # basis values at r = 0
slope_edge = 2.0 * order * (order + 1)    # d/ds of basis at s = 1

# --- critical radius: derived condition against diagonalized energy
worst = 0.0
ritz_radius = {}
for kd in (0.01, 0.1, 1.0, 3.0, 100.0):
    direct = brentq(lambda R: ritz_q2(R, kd) - 1, 1e-3, 3.5, xtol=1e-13)
    ritz_radius[kd] = direct
    derived = critical_radius(1.0, kd)
    worst = max(worst, abs(direct / derived - 1))
    assert ritz_q2(0.95 * derived, kd) > 1 > ritz_q2(1.05 * derived, kd)
    for l in (1, 2, 3):                   # non-spherical modes still stable
        assert ritz_q2(derived, kd, l) > 1
assert worst < 1e-7
assert abs(ritz_radius[100.0] / 0.03 - 1) < 1e-3
assert abs(ritz_radius[0.01] - (np.pi - 0.01)) < 1e-4

# --- positive-mode identity on a non-spherical trial P = 1 + 0.7 z + 0.3 r^2
Rt, dt = 1.5, 1.2
qt = mode_wavenumber(Rt, dt)
mu, wmu = leg.leggauss(20)
r2, m2 = np.meshgrid(Rt * s, mu, indexing="ij")
vol = 2 * np.pi * Rt**3 * np.outer(w, wmu)
P = 1 + 0.7 * r2 * m2 + 0.3 * r2**2
Pr, Pt = 0.7 * m2 + 0.6 * r2, -0.7 * np.sqrt(1 - m2**2)
edge = 1 + 0.7 * Rt * mu + 0.3 * Rt**2
lhs = 0.5 * np.sum(vol * (Pr**2 + Pt**2 - P**2))
lhs += np.pi * Rt**2 / dt * np.sum(wmu * edge**2)
phi = np.sin(qt * r2) / (qt * r2)
dphi = np.cos(qt * r2) / r2 - np.sin(qt * r2) / (qt * r2**2)
ur, ut = Pr / phi - P * dphi / phi**2, Pt / phi
rhs = 0.5 * np.sum(vol * ((qt**2 - 1) * P**2 + phi**2 * (ur**2 + ut**2)))
assert abs(lhs - rhs) < 1e-9 * abs(rhs) + 1e-9

# --- nonlinear energy: threshold, surface condition, amplitude
Rc1 = critical_radius(1.0, 1.0)
c, _ = minimise_energy(0.9 * Rc1, 1.0, 1.0, 0.0, 0.8)
assert abs(c @ at_centre) < 1e-4
Rn = 1.01 * Rc1
c, en = minimise_energy(Rn, 1.0, 1.0, 0.0, 0.8)
qn = mode_wavenumber(Rn, 1.0)
shape = np.sin(qn * Rn * s) / (qn * Rn * s)
amp = np.sqrt((1 - qn**2) * (w @ shape**2) / (w @ shape**4))
amp_full = abs(c @ at_centre)
assert en < 0 and abs(amp / amp_full - 1) < 0.01
c, en = minimise_energy(1.5 * Rc1, 1.0, 1.0, 0.0, 0.8)
assert en < 0 and abs((c @ slope_edge) / c.sum() + 1.5 * Rc1) < 1e-4

# --- negative quartic term: polar state wins although P = 0 is still stable
_, en_first = minimise_energy(0.97 * Rc1, 1.0, -1.0, 1.0, 1.3)
assert ritz_q2(0.97 * Rc1, 1.0) > 1 and en_first < 0

# --- negative extrapolation length
kappas = []
for R in (0.5, 2.0, 6.0):
    q2 = ritz_q2(R, -3.0)
    x = brentq(lambda x: x / np.tanh(x) - 1 - R / 3, 1e-5, 50)
    assert q2 < 0 and abs(np.sqrt(-q2) * R / x - 1) < 1e-7
    kappas.append(x / R)
assert kappas[0] > kappas[1] > kappas[2]

# --- worked example, SI inside, engineering units in print
eps0, kB, e = const.epsilon_0, const.k, const.e
T0, curie, T = 890.0, 1.6e5, 840.0
g, b, d = 3e-10, 1.6e9, 3e-9
a0 = 1 / (eps0 * curie)
a_abs = a0 * (T0 - T)
k = np.sqrt(a_abs / g)
P0 = np.sqrt(a_abs / b)
Rc = critical_radius(k, d)
x = k * Rc
Rc_ritz = radius_root(lambda R: g * ritz_q2(R, d) / a_abs - 1, k, 0.1, 3.5)
assert abs(Rc_ritz / Rc - 1) < 1e-7
Rc_l1 = radius_root(lambda R: ritz_q2(R, d, 1) / k**2 - 1, k, 0.1, 6.0)
R_uniform = 3 * g / (a_abs * d)
c, _ = minimise_energy(1.5 * x, k * d, 1.0, 0.0, 0.8)
c = c * np.sign(c.sum())
f0, df0 = radial_basis(0)
P_mid, P_edge = P0 * (c @ at_centre), P0 * c.sum()
carriers = np.max(np.abs(c @ df0)) * P0 / (1.5 * Rc) / e

# --- volume bound charge inside a perfect spherical electrode
prof = np.sin(x * s) / (x * s)
mean, mean2 = 3 * w @ prof, 3 * w @ prof**2
var_frac = 1 - mean**2 / mean2
f1, df1 = radial_basis(1)
v, dv = f1[1:] - f1[0], df1[1:] - df1[0]      # potentials zero on the electrode
lap = (dv * w) @ dv.T + 2 * (v * w / s**2) @ v.T
src = (dv + 2 * v / s) @ (w * prof)
poisson = src @ np.linalg.solve(lap, src) / 3 / (w @ prof**2)
assert abs(poisson / (var_frac / 3) - 1) < 1e-6
eps_b = 50.0
a_vol = var_frac / (3 * eps0 * eps_b)


def electrode_stiffness(R):
    """Lowest stiffness of spherical profiles, volume charge included."""
    stiff, mass = energy_matrices(R / d)
    m = f0 @ w
    dep = (mass - 3 * np.outer(m, m)) / (3 * eps0 * eps_b)
    return eigh(g * stiff / R**2 + dep, mass, eigvals_only=True)[0]


Rc_el = radius_root(lambda R: electrode_stiffness(R) / a_abs - 1,
                    k, 0.5 * x, 3 * x)
assert Rc < Rc_el < R_uniform

# --- bare uniformly polarized sphere: match potential and displacement at r = R
inside, _ = np.linalg.solve([[1, -1], [eps0 * eps_b, 2 * eps0]], [0, 1])
assert abs(inside * eps0 * (eps_b + 2) - 1) < 1e-12

# --- surface stress, gradient anisotropy, thermal rounding, lattice
gamma, Qh, cell = 1.0, 0.01, 0.5e-9
press = 2 * gamma / Rc
Rc_press = radius_root(lambda R: (g * mode_wavenumber(R, d)**2
                                  + 4 * Qh * gamma / R) / a_abs - 1,
                       k, 0.9 * x, 5 * x)
Rc_2g = critical_radius(np.sqrt(a_abs / (2 * g)), d)
top = quad(lambda A: A**4 * np.exp(-0.5 * A**4), 0, 6)[0]
bot = quad(lambda A: np.exp(-0.5 * A**4), 0, 6)[0]
assert abs(top / bot - 0.5) < 1e-8            # quartic coefficient c = 2 gives 1/c
I4 = 4 * np.pi * Rc**3 * (w @ prof**4)
A_th = (kB * T / (b * I4))**0.25

nm, uC = 1e9, 100.0
print(f"largest relative error, condition vs Ritz: {worst:.1e}")
print(f"reduced test kd=1: critical kR = {Rc1:.5f}")
print(f"reduced test kd=100: kR = {ritz_radius[100.0]:.6f}, limit 0.03")
print(f"reduced test kd=0.01: kR = {ritz_radius[0.01]:.5f}, "
      f"limit {np.pi - 0.01:.5f}")
print(f"central amplitude at 1.01 Rc, kd=1: one-mode {amp:.4f}, "
      f"full {amp_full:.4f} (units of bulk P)")
print(f"negative quartic, 0.97 Rc: reduced energy = {en_first:.4f}")
print(f"bulk transition T0 = {T0:.0f} K, temperature T = {T:.0f} K")
print(f"Curie constant = {curie:.2e} K")
print(f"a0 = {a0:.3e} V m/(C K)")
print(f"|a| = {a_abs:.3e} V m/C")
print(f"g = {g:.1e} V m^3/C")
print(f"b = {b:.1e} V m^5/C^3")
print(f"extrapolation length d = {d * nm:.2f} nm")
print(f"k = {k / nm:.4f} 1/nm, 1/k = {nm / k:.3f} nm, kd = {k * d:.4f}")
print(f"bulk polarization at T = {P0 * uC:.2f} uC/cm2")
print(f"critical kR = {x:.4f}")
print(f"left side kR cot(kR) = {x / np.tan(x):.4f}")
print(f"right side 1 - R/d = {1 - Rc / d:.4f}")
print(f"critical radius Rc = {Rc * nm:.3f} nm = "
      f"{Rc / const.physical_constants['Bohr radius'][0]:.1f} bohr")
print(f"critical radius from Ritz energy = {Rc_ritz * nm:.3f} nm")
print(f"radius where first l=1 mode softens = {Rc_l1 * nm:.3f} nm")
print(f"large-d estimate 3g/(|a|d) = {R_uniform * nm:.3f} nm")
print(f"small-d estimate pi/k - d = {(np.pi / k - d) * nm:.3f} nm")
for R in (4e-9, 6e-9, 10e-9, 20e-9):
    q = mode_wavenumber(R, d)
    assert abs(q**2 / ritz_q2(R, d) - 1) < 1e-7
    print(f"R = {R * nm:.0f} nm: q = {q / nm:.4f} 1/nm, "
          f"transition at {T0 - g * q**2 / a0:.1f} K")
print(f"R = 1.5 Rc = {1.5 * Rc * nm:.3f} nm: P centre = {P_mid * uC:.2f}, "
      f"surface = {P_edge * uC:.2f} uC/cm2")
print(f"carriers to cancel peak volume charge there = {carriers * 1e-6:.1e} cm^-3")
print(f"background permittivity (rough) = {eps_b:.0f}")
print(f"bare sphere: depolarizing stiffness/|a| = {inside / a_abs:.0f}")
print(f"bare sphere: field at bulk P = {inside * P0 * 1e-8:.2f} MV/cm")
print(f"critical mode: variance fraction = {var_frac:.4f}")
print(f"perfect electrode: added stiffness/|a| = {a_vol / a_abs:.3f}")
print(f"perfect electrode: Rc upper bound, spherical trial = {Rc_el * nm:.3f} nm")
print(f"surface stress = {gamma:.1f} N/m, electrostriction = {Qh:.2f} m^4/C^2")
print(f"surface-stress pressure at Rc = {press * 1e-9:.3f} GPa")
print(f"its stiffness/|a| = {2 * Qh * press / a_abs:.3f}")
print(f"critical radius with this pressure = {Rc_press * nm:.3f} nm")
print(f"critical radius with g doubled, d fixed = {Rc_2g * nm:.3f} nm")
print(f"thermal central amplitude <A^4>^(1/4) at Rc = {A_th * uC:.2f} uC/cm2")
print(f"thermal amplitude / bulk polarization = {A_th / P0:.3f}")
print(f"Rc / lattice spacing ({cell * nm:.1f} nm, rough) = {Rc / cell:.1f}")
print("PASS")
```

Printed output:

```
largest relative error, condition vs Ritz: 4.3e-13
reduced test kd=1: critical kR = 2.04279
reduced test kd=100: kR = 0.029998, limit 0.03
reduced test kd=0.01: kR = 3.13156, limit 3.13159
central amplitude at 1.01 Rc, kd=1: one-mode 0.1606, full 0.1603 (units of bulk P)
negative quartic, 0.97 Rc: reduced energy = -0.0136
bulk transition T0 = 890 K, temperature T = 840 K
Curie constant = 1.60e+05 K
a0 = 7.059e+05 V m/(C K)
|a| = 3.529e+07 V m/C
g = 3.0e-10 V m^3/C
b = 1.6e+09 V m^5/C^3
extrapolation length d = 3.00 nm
k = 0.3430 1/nm, 1/k = 2.915 nm, kd = 1.0290
bulk polarization at T = 14.85 uC/cm2
critical kR = 2.0146
left side kR cot(kR) = -0.9579
right side 1 - R/d = -0.9579
critical radius Rc = 5.874 nm = 111.0 bohr
critical radius from Ritz energy = 5.874 nm
radius where first l=1 mode softens = 10.159 nm
large-d estimate 3g/(|a|d) = 8.500 nm
small-d estimate pi/k - d = 6.159 nm
R = 4 nm: q = 0.4395 1/nm, transition at 807.9 K
R = 6 nm: q = 0.3381 1/nm, transition at 841.4 K
R = 10 nm: q = 0.2352 1/nm, transition at 866.5 K
R = 20 nm: q = 0.1349 1/nm, transition at 882.3 K
R = 1.5 Rc = 8.810 nm: P centre = 12.68, surface = 5.45 uC/cm2
carriers to cancel peak volume charge there = 1.1e+20 cm^-3
background permittivity (rough) = 50
bare sphere: depolarizing stiffness/|a| = 62
bare sphere: field at bulk P = 3.23 MV/cm
critical mode: variance fraction = 0.0451
perfect electrode: added stiffness/|a| = 0.961
perfect electrode: Rc upper bound, spherical trial = 7.211 nm
surface stress = 1.0 N/m, electrostriction = 0.01 m^4/C^2
surface-stress pressure at Rc = 0.341 GPa
its stiffness/|a| = 0.193
critical radius with this pressure = 6.728 nm
critical radius with g doubled, d fixed = 9.598 nm
thermal central amplitude <A^4>^(1/4) at Rc = 7.79 uC/cm2
thermal amplitude / bulk polarization = 0.525
Rc / lattice spacing (0.5 nm, rough) = 11.7
PASS
```
